# Two coupled thermal blocks: common and differential relaxation times

## Problem

Two identical metal blocks sit side by side, each under its own power transistor. Each block has heat capacity $C=0.5$ J/K and loses heat to the surroundings through a thermal resistance $R=4$ K/W. A further resistance $R_c=2$ K/W joins the two blocks. At $t=0$ both transistors are switched off.

(a) Show that the common temperature of the blocks relaxes in 2 s and their temperature difference in 0.4 s.

(b) Block 1 starts 20 K above ambient and block 2 starts at ambient, as after a heating pulse in block 1 much shorter than 0.4 s. (After long operation of transistor 1 alone, the link would already have warmed block 2.) How warm does block 2 become, and when?

(c) How much of the stored heat leaves through each block's own path to ambient?

Temperatures $T_1$ and $T_2$ are measured as rises above ambient, so equilibrium is $T_1=T_2=0$. A relaxation time is the time in which a quantity falls by the factor $e$. The model assumes that each block has a single temperature, that the link stores no heat, that the ambient temperature is fixed, and that $C$, $R$ and $R_c$ do not change with temperature. The algebra contains no constant tied to a unit system, so it reads the same in atomic units; the numbers are in J/K, K/W, K and s.

## First estimate by scaling

A heat capacity times a thermal resistance is a time, since (J/K)(K/W) = J/W = s. The network offers two such products:

$$
RC = 4\times 0.5 = 2\ \text{s},\qquad R_cC = 2\times 0.5 = 1\ \text{s}.
$$

Heat shared equally by the blocks can leave only to ambient, which suggests about 2 s for the common temperature. A difference can also even out through the link, which suggests about 1 s. Scaling cannot supply the numerical factors, nor say how the two paths combine.

For parts (b) and (c), suppose that the link acts much faster than the loss to ambient. The blocks then share the heat before any is lost. Block 2 rises to half of 20 K, which is 10 K, and half of the stored heat leaves through each block. The stored heat is $CT_1(0)=0.5\times20=10$ J, so this estimate gives 5 J by each path. The two times differ by a factor of only two in this estimate, so the supposition is doubtful.

## Exact solution

### The two energy balances

The heat flow from block 1 to ambient is $T_1/R$, and the flow from block 1 to block 2 is $(T_1-T_2)/R_c$, counted positive when block 1 is the warmer. This second flow leaves block 1 and enters block 2, so it appears with opposite signs:

$$
C\frac{dT_1}{dt}=-\frac{T_1}{R}-\frac{T_1-T_2}{R_c},
\qquad
C\frac{dT_2}{dt}=-\frac{T_2}{R}+\frac{T_1-T_2}{R_c}.
$$

Each equation contains both temperatures. Because the blocks are identical, the sum and the difference of the equations separate them. Define

$$
s=\frac{T_1+T_2}{2},\qquad d=T_1-T_2 .
$$

### Common temperature

Add the two balances. The link terms cancel, because the heat that one block gives up is received by the other:

$$
C\frac{d(T_1+T_2)}{dt}=-\frac{T_1+T_2}{R}.
$$

Division by 2 gives

$$
C\frac{ds}{dt}=-\frac{s}{R}
\quad\Rightarrow\quad
s(t)=s(0)\,e^{-t/\tau_c},\qquad \tau_c=RC=2\ \text{s}.
$$

The coupling resistance has dropped out. It moves heat between the blocks but does not change their total.

### Temperature difference

Subtract the second balance from the first. The link term is $-d/R_c$ in the first and $+d/R_c$ in the second, so the subtraction gives $-2d/R_c$:

$$
C\frac{dd}{dt}=-\frac{d}{R}-\frac{2d}{R_c}
=-\left(\frac1R+\frac2{R_c}\right)d .
$$

Hence

$$
d(t)=d(0)\,e^{-t/\tau_d},\qquad
\tau_d=\frac{C}{1/R+2/R_c}.
$$

The conductance in the denominator is $1/4+2/2=1.25$ W/K, so $\tau_d=0.5/1.25=0.4$ s. This completes part (a).

The factor 2 has a direct meaning. A given link flow cools the warmer block and warms the cooler one at the same time, so it closes the gap from both sides.

Two limits show the roles of the paths, with $R$ and $C$ held fixed. For a very weak link, $R_c\to\infty$, the difference time tends to $RC$: the blocks cool independently, and their difference decays as each of them does. For a strong link, $R_c\ll 2R$, it tends to $R_cC/2$, and ambient loss no longer matters for the difference.

### Temperatures of the individual blocks

The definitions of $s$ and $d$ give $T_1=s+d/2$ and $T_2=s-d/2$. In part (b), $T_1(0)=T_0=20$ K and $T_2(0)=0$, so $s(0)=T_0/2$ and $d(0)=T_0$. Therefore

$$
T_1=\frac{T_0}{2}\left(e^{-t/\tau_c}+e^{-t/\tau_d}\right),\qquad
T_2=\frac{T_0}{2}\left(e^{-t/\tau_c}-e^{-t/\tau_d}\right).
$$

| $t$ (s) | $T_1$ (K) | $T_2$ (K) |
|---|---|---|
| 0 | 20.00 | 0.00 |
| 0.4 | 11.87 | 4.51 |
| 1.0 | 6.89 | 5.24 |
| 2.0 | 3.75 | 3.61 |
| 4.0 | 1.35 | 1.35 |

At 2 s the blocks differ by $20e^{-5}=0.13$ K, while their mean is still 3.68 K. From then on they cool almost as one body.

### Peak of the second block

Block 2 starts at zero, warms, and finally returns to zero. Its temperature is stationary when

$$
\frac{dT_2}{dt}=\frac{T_0}{2}\left(-\frac{e^{-t/\tau_c}}{\tau_c}+\frac{e^{-t/\tau_d}}{\tau_d}\right)=0 .
$$

Move one term to the other side and collect the exponentials:

$$
e^{t(1/\tau_d-1/\tau_c)}=\frac{\tau_c}{\tau_d}
\quad\Rightarrow\quad
t^*=\frac{\ln(\tau_c/\tau_d)}{1/\tau_d-1/\tau_c}
=\frac{\ln 5}{2.5-0.5}=0.805\ \text{s}.
$$

The left side of the first relation grows steadily with $t$, so there is one solution, and it is the maximum. Write $r=\tau_c/\tau_d$. Then $t^*/\tau_c=\ln r/(r-1)$, and the stationarity condition says that $e^{-t^*/\tau_d}=e^{-t^*/\tau_c}/r$. Substitution into $T_2$ gives

$$
T_2(t^*)=\frac{T_0}{2}\left(1-\frac1r\right)r^{-1/(r-1)} .
$$

With $r=5$ this is $10\times0.8\times0.669=5.35$ K.

### Heat leaving by each path

The heat that leaves through block 1's own resistance to ambient is the time integral of $T_1/R$. Since $\int_0^\infty e^{-t/\tau}dt=\tau$,

$$
E_1=\int_0^\infty\frac{T_1}{R}\,dt=\frac{T_0}{2R}(\tau_c+\tau_d)
=\frac{20}{8}\times2.4=6\ \text{J},
$$

$$
E_2=\int_0^\infty\frac{T_2}{R}\,dt=\frac{T_0}{2R}(\tau_c-\tau_d)
=\frac{20}{8}\times1.6=4\ \text{J}.
$$

The sum is $T_0\tau_c/R=CT_0=10$ J, the heat stored at the start. Block 2 starts and ends at ambient temperature, so the 4 J that it passes on must all have come through the link. Indeed $\int_0^\infty (d/R_c)\,dt=T_0\tau_d/R_c=20\times0.4/2=4$ J.

### If the transistors stay on

Constant heating powers $P_1$ and $P_2$ add a constant to each balance. The sum and difference equations become

$$
C\frac{ds}{dt}=\frac{P_1+P_2}{2}-\frac{s}{R},\qquad
C\frac{dd}{dt}=P_1-P_2-\left(\frac1R+\frac2{R_c}\right)d .
$$

Their steady values are $s_\infty=R(P_1+P_2)/2$ and $d_\infty=(P_1-P_2)/(1/R+2/R_c)$. Put $s=s_\infty+s'$ and $d=d_\infty+d'$. The constants cancel, and $s'$ and $d'$ obey the equations already solved. The same two times therefore govern the approach to steady operation.

## Comparison of estimate and solution

For the common temperature, scaling gives the exact time of this model, because a single resistance carries the heat away. For the difference, the estimate of 1 s is 2.5 times the exact 0.4 s. The discrepancy has two parts. The link acts on both blocks, which halves 1 s to $R_cC/2=0.5$ s. Loss to ambient acts in parallel and adds a rate of 0.5 s$^{-1}$ to the link's 2 s$^{-1}$. The total is 2.5 s$^{-1}$, or 0.4 s.

The fast-link estimates for block 2 are the limit $r\to\infty$ of the exact results. In that limit the peak formula tends to $T_0/2=10$ K. The fraction of heat leaving through block 2 is

$$
\frac{E_2}{CT_0}=\frac{\tau_c-\tau_d}{2\tau_c}=\frac12\left(1-\frac1r\right),
$$

which tends to one half. Here $r=1+2R/R_c=5$. The fraction is then 0.4 instead of the estimated 0.5, and the peak is 5.35 K, little more than half of the estimated 10 K. By the time the blocks have nearly equalized, much of the heat has already gone.

A curve recorded on block 1 alone can mislead in a related way. Define its local decay time as

$$
-\frac{T_1}{dT_1/dt}=
\frac{e^{-t/\tau_c}+e^{-t/\tau_d}}{e^{-t/\tau_c}/\tau_c+e^{-t/\tau_d}/\tau_d}.
$$

At $t=0$ this is $2/(0.5+2.5)=0.667$ s, which is neither of the two relaxation times. It equals $C/(1/R+1/R_c)$, the time for a block whose neighbour is held at ambient, since block 2 is at ambient at that instant. By 4 s the local time has risen to 1.997 s, because the fast exponential has died out. For identical blocks, the sum and the difference of the two temperatures each show a single time. If the blocks differ slightly, each curve contains a little of the other decay. After a pulse in one block, the fast time is then best read from the early part of the difference, and the slow time from the late part of the sum. With capacities of 0.55 and 0.45 J/K and the pulse in the larger block, the local decay time of the difference is 0.404 s at the start and 0.46 s after 1 s, against a true fast time of 0.395 s. In real blocks the first few hundredths of a second should also be skipped, while the temperature profile inside each block settles.

## How far the model can be trusted

The following estimates change one assumption at a time and keep the others. They use rough values for a well-conducting metal: 3.4 J/(cm$^3$ K) and 400 W/(m K).

**Gradients inside the blocks.** A cube with $C=0.5$ J/K has edge $L=5.28$ mm. Its resistance from face to face is $R_i=1/(kL)=0.474$ K/W, where $k$ is the conductivity. This is not negligible beside $R_c$. Let $x$ run from the outer face of a block to the face that touches the link, and spread the ambient loss evenly along $x$. The heat balance is

$$
\frac{C}{L}\frac{\partial T}{\partial t}=\frac{L}{R_i}\frac{\partial^2T}{\partial x^2}-\frac{T}{RL}.
$$

No heat crosses the outer face, so try $T\propto\cos(bx/L)\,e^{-t/\tau}$. Substitution gives

$$
\frac1\tau=\frac1{RC}+\frac{b^2}{R_iC}.
$$

In the difference mode the middle of the link stays at ambient temperature by symmetry. Each block therefore feeds a resistance $R_c/2$. Equating the flow at $x=L$ inside and outside the block gives $(b/R_i)\sin b=(2/R_c)\cos b$, or

$$
b\tan b=\frac{2R_i}{R_c}=0.474,\qquad b=0.638 .
$$

The rate is $0.5+0.407/(0.474\times0.5)=2.22$ s$^{-1}$, and the difference time becomes 0.45 s, about 13% longer than 0.4 s. The answers to (b) and (c) shift with it: the mean temperature of block 2 peaks at about 5.0 K instead of 5.35 K, about 0.06 s later, and the heat divides as about 6.1 J and 3.9 J. For small $b$, $b\tan b\approx b^2(1+b^2/3)$, which turns the rate into that of the simple model with $R_c$ replaced by $R_c+2R_i/3$. Each block thus adds about a third of its own resistance to the link, provided that the link covers the whole face, as assumed here. A narrower link forces the heat to converge towards it, which adds resistance and lengthens the difference time further. With the ambient loss spread evenly, the common mode has uniform temperature and no link flow, so its 2 s is unchanged. If the loss left through a single face instead, as it does into a cooled base, the common mode would have a gradient too. With $R$ counted from that face, its time would be about 2.08 s, or 4% longer. If the 2 K/W had been measured between the mean temperatures of the blocks, with heat supplied evenly through one and removed evenly from the other, most of the correction to the difference time would already be included.

**Heat stored in the link.** Give the link a heat capacity $C_l=0.05$ J/K. For a decaying mode, multiply the balance at each point by the temperature there and sum. The result is that $1/\tau$ equals the sum of conductance times squared temperature drop, divided by the sum of heat capacity times squared temperature. In the common mode the link is nearly at block temperature, which gives $\tau_c\approx R(C+C_l/2)=4\times0.525=2.10$ s. In the difference mode the temperature runs almost linearly from one block to the other through zero. Its mean square is one third of the square of the end value, so each block gains $C_l/6$, and $\tau_d\approx0.508/1.25=0.407$ s. The changes are 5% and 1.7%.

**Unequal blocks.** Let the heat capacities be 0.55 and 0.45 J/K. The times become 2.005 s and 0.395 s, changes of about 1% or less. The separation into sum and difference fails more visibly. Blocks at equal temperature lose heat equally fast, but the smaller one cools faster. From a common start at 20 K, a difference of up to 0.54 K develops, where identical blocks would show none.

**Radiation.** Treat all six faces as black, with surroundings at 300 K and a block 20 K warmer. The added conductance is 0.00113 W/K, against $1/R=0.25$ W/K. This conductance falls slightly as the block cools, so the common time is shortened by about 0.4%, and real surfaces radiate less than black ones.

**A real pair of heat spreaders.** Radiation from blocks this small supplies under 1% of the assumed loss. Still air, with a rough transfer coefficient of 10 to 15 W/(m$^2$ K) over all six faces, would carry about 0.0017 to 0.0025 W/K, or 0.7 to 1%. In still air, therefore, $R=4$ K/W stands for conduction into a cooled base, and "ambient" means that base. A real base warms up. If it reaches the coolant through a shared resistance $R_b$ and stores little heat itself, the common mode sends two equal flows through $R_b$. Each block then sees $R+2R_b$, so a shared resistance of 5% of $R$ lengthens the common time by 10%. The difference mode sends no net flow through $R_b$ and is unaffected, provided that the base has a single temperature under both blocks. The link of 2 K/W is strong for separate spreaders; blocks joined only by a circuit board with little copper would have a larger $R_c$ and a longer difference time, which approaches 2 s as the link weakens. A spreader may also be a flat plate instead of a cube. A square plate of thickness $h$ has edge-to-edge resistance $1/(kh)$, larger than that of the cube when $h<L$, so for plates joined along an edge the correction for internal gradients exceeds the 13% found here. A temperature-dependent $R$ would make the decay non-exponential and is not included in these figures.

The main values are collected in the numerical output below.

## Numbers as computed

```
heat capacity of each block C = 0.5 J/K
resistance to ambient R = 4.0 K/W
coupling resistance Rc = 2.0 K/W
conductance for the common mode = 0.25 W/K
conductance for the difference = 1.25 W/K
common time, formula = 2.0000 s
common time, simulated = 2.0000 s
difference time, formula = 0.4000 s
difference time, simulated = 0.4000 s
start: block 1 at 20.0 K, block 2 at 0 K above ambient
t = 0.0 s: T1 = 20.000 K, T2 = 0.000 K
t = 0.4 s: T1 = 11.866 K, T2 = 4.509 K
t = 1.0 s: T1 = 6.886 K, T2 = 5.244 K
t = 2.0 s: T1 = 3.746 K, T2 = 3.611 K
t = 4.0 s: T1 = 1.354 K, T2 = 1.353 K
block 2 peaks at t = 0.805 s
peak rise of block 2 = 5.350 K
local decay time of block 1 at 0 s = 0.667 s
local decay time of block 1 at 4 s = 1.997 s
heat stored at the start = 10.000 J
heat to ambient from block 1 = 6.000 J
heat to ambient from block 2 = 4.000 J
neglected effects (rough material values)
heat capacity per volume = 3.4 J/(cm3 K)
thermal conductivity = 400 W/(m K)
cube edge = 5.28 mm
face-to-face resistance of a block = 0.474 K/W
root b of b tan b = 2 R_int/Rc: 0.6383 (no unit)
gradients in blocks: common 2.000 s, difference 0.450 s
  change: -0.0 %, +12.6 %
heat capacity of link = 0.05 J/K
heat stored in link: common 2.100 s, difference 0.407 s
  change: +5.0 %, +1.7 %
unequal capacities = 0.55 and 0.45 J/K
unequal capacities: common 2.005 s, difference 0.395 s
  change: +0.2 %, -1.2 %
largest difference from equal 20.0 K start = 0.54 K
ambient temperature for radiation = 300 K
black radiation conductance = 0.00113 W/K
black radiation: common 1.991 s, difference 0.400 s
  change: -0.5 %, -0.1 %
```
